\section*{Choosing strain and area limits for monolayer–oxide coincidence cells}

\section{What a badly chosen cell does}

A periodic calculation of a monolayer on an oxide needs one cell that fits both lattices. They rarely fit, so the film is strained until they do, and the strain enters every computed property. For the hexagonal film and oxide treated below, a cell of $0.59\,\mathrm{nm^2}$ compresses the film by $1.39\%$, and one of $0.78\,\mathrm{nm^2}$ stretches it by $0.42\%$. With a rough linear gap slope, the gap shifts by $+139$ meV in the first and by $-42$ meV in the second. The difference of $0.18$ eV comes from the choice of cell, not from the interface.

A search for cells can be given two limits, a largest area and a largest mismatch. The Zur--McGill method lists the superlattices of each crystal, reduces their basis vectors, and compares them. The limits are meaningful if the mismatch is a true strain and no cell within them is missed. Comparing one reduced basis of each superlattice does not guarantee the second. This guide derives a search that does.

\section{What the strain limit should mean}

Let the rows of $A_f$ and $A_s$ be right-handed primitive vectors of film and oxide, with cell areas $\Omega_f$ and $\Omega_s$. The oxide is rigid and the film deforms uniformly. A coincidence cell consists of integer matrices $N_f,N_s$ with positive determinants $n_f,n_s$, and a linear map $G$, acting on row vectors from the right, such that
\begin{equation}
N_fA_f\,G=N_sA_s,\qquad G=(N_fA_f)^{-1}N_sA_s,\qquad \det G>0 .
\label{map}
\end{equation}
The positive determinant excludes turning the film over. The singular values $\sigma_1,\sigma_2$ of $G$ are the stretches along two perpendicular directions, and $e_i=\sigma_i-1$ are the principal strains; positive means tension in the film. Since $\operatorname{tr}GG^T=\sigma_1^2+\sigma_2^2$ and $\det G=\sigma_1\sigma_2$,
\begin{equation}
(\sigma_1\pm\sigma_2)^2=\operatorname{tr}GG^T\pm2\det G ,
\label{sv}
\end{equation}
which gives both stretches without a diagonalization. The strain limit $\varepsilon$ requires $|e_1|,|e_2|\le\varepsilon$.

The twist is the rotation in $G=VR$, with
\[
V=\begin{pmatrix}a&b\\b&d\end{pmatrix},\qquad
R=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}.
\]
Multiplying out, $G_{12}-G_{21}=(a+d)\sin\theta$ and $G_{11}+G_{22}=(a+d)\cos\theta$. As $a+d=\sigma_1+\sigma_2>0$, these two numbers fix $\theta$.

Separate limits on vector lengths and on the angle are not a strain limit. Take two unit vectors at angle $\vartheta$ and change the angle to $\vartheta'$ at fixed lengths. Their sum and difference have lengths $2\cos(\vartheta/2)$ and $2\sin(\vartheta/2)$ and are perpendicular before and after, so they are the principal directions:
\[
\sigma_1=\frac{\cos(\vartheta'/2)}{\cos(\vartheta/2)},\qquad
\sigma_2=\frac{\sin(\vartheta'/2)}{\sin(\vartheta/2)} .
\]
From $60^\circ$ to $62^\circ$ the strains are $-1.02\%$ and $+3.01\%$, although both length mismatches vanish. If a builder accepts only length and angle limits, compute the strains of its results from \eqref{sv}.

\section{Listing the superlattices}

Write superlattice vectors in integer coordinates. In a superlattice of index $n$, the vectors with first coordinate zero are the multiples of one vector $(0,m)$, $m>0$. The first coordinates of all its vectors are the multiples of a smallest positive integer $i$. Choose a vector $(i,j)$; adding multiples of $(0,m)$ brings $j$ into $0\le j<m$ in one way. Each superlattice thus has one matrix
\begin{equation}
H=\begin{pmatrix}i&j\\0&m\end{pmatrix},\qquad im=n,\quad 0\le j<m ,
\end{equation}
and their number is the sum of the divisors $m$ of $n$.

Taking determinants in \eqref{map} gives
\begin{equation}
\frac{n_s\Omega_s}{n_f\Omega_f}=\sigma_1\sigma_2,\qquad
\frac{n_s\Omega_s}{(1+\varepsilon)^2\Omega_f}\le n_f\le\frac{n_s\Omega_s}{(1-\varepsilon)^2\Omega_f}.
\label{area}
\end{equation}
The area limit bounds $n_s$, and \eqref{area} then bounds $n_f$, so the search is finite. The area ratio also sets a floor on the strain. If it exceeds one, the larger stretch is at least its square root; if it is below one, the smaller stretch is at most its square root. Hence
\begin{equation}
\max_i|e_i|\ge\left|\sqrt{n_s\Omega_s/(n_f\Omega_f)}-1\right| ,
\label{floor}
\end{equation}
with equality when the strain is isotropic.

\section{Reducing a cell}

To reduce a basis $(u,v)$, subtract from $v$ the multiple of $u$ given by $u\cdot v/|u|^2$ rounded to an integer. If $v$ is now shorter than $u$, replace $(u,v)$ by $(v,-u)$, which keeps the handedness, and repeat. Each replacement shortens $u$, and a lattice has finitely many vectors below a given length, so the procedure ends with
\begin{equation}
A\le C,\quad 2|B|\le A,\qquad A=|u|^2,\; B=u\cdot v,\; C=|v|^2 .
\label{red}
\end{equation}
For integers $p,q$ with $q\ne0$,
\begin{align}
|pu+qv|^2&=p^2A+2pqB+q^2C\ge p^2A-|pq|A+q^2C\nonumber\\
&=A(p^2-|pq|+q^2)+q^2(C-A)\ge A+(C-A)=C,
\end{align}
because $p^2-|pq|+q^2$ is a positive integer. For $q=0$, $p\neq0$ the squared length is at least $A$. So $u$ is a shortest nonzero vector, and $v$ is a shortest one not parallel to $u$.

\section{Why one reduced basis is not enough}

Let the film have basis $(1,0),(0.49,1.2)$ and the oxide $(1,0),(0.51,1.2)$, in any length unit. A shear $\gamma=0.02/1.2$ joins them. For a shear, $\sigma_1\sigma_2=1$ and $\sigma_1^2+\sigma_2^2=2+\gamma^2$, so the larger stretch is $\sqrt{1+\gamma^2/4}+\gamma/2$ and the strain is $0.837\%$.

The film basis is already reduced. The oxide basis is not, since $0.51>1/2$; reduction turns its second vector into $(-0.49,1.2)$. Comparing the two reduced bases vector by vector now needs a shear of $0.98/1.2$, a strain of $48.8\%$, and the match is rejected.

Ignoring handedness, and comparing lengths and $|u\cdot v|$ alone, reports zero strain for this pair. That is also wrong: the reduced bases are mirror images, and no rotation in the plane aligns them. If the film lattice has an in-plane mirror line, the reported strain belongs to the mirrored film superlattice, which is also in the list; the strain can then be kept but the integer matrix must be changed. If instead the oxide lattice has a mirror line, the mirrored oxide superlattice serves in the same way. When both lattices are oblique, as here, neither rescue is available.

\section{A sufficient list of bases}

The cure is to compare the reduced film cell with several bases of the oxide superlattice. Let $f_1,f_2$ be the reduced film vectors, $s_1,s_2$ the reduced oxide vectors with $A,B,C$ as in \eqref{red}, and $t_i=f_iG$. The $t_i$ form a right-handed basis of the oxide superlattice, so
\begin{equation}
\begin{pmatrix}t_1\\t_2\end{pmatrix}=U\begin{pmatrix}s_1\\s_2\end{pmatrix},\qquad
U=\begin{pmatrix}p&q\\m&n\end{pmatrix},\quad pn-qm=1,
\end{equation}
with integer entries. Which $U$ are compatible with the strain limit?

The vectors $s_iG^{-1}$ belong to the film superlattice and are no longer than $|s_i|/(1-\varepsilon)$. Because $f_1$ is shortest, $|f_1|\le|s_1|/(1-\varepsilon)$. At least one of $s_1G^{-1},s_2G^{-1}$ is not parallel to $f_1$, so $|f_2|\le|s_2|/(1-\varepsilon)$. Stretching by at most $1+\varepsilon$ gives
\begin{equation}
|t_i|\le\kappa|s_i|,\qquad \kappa=\frac{1+\varepsilon}{1-\varepsilon}.
\label{kap}
\end{equation}
Completing the square in either coefficient, and using $B^2/A\le A/4\le C/4$ and $B^2/C\le A/4$,
\begin{equation}
|ps_1+qs_2|^2\ge\tfrac34q^2C,\qquad |ps_1+qs_2|^2\ge\tfrac34p^2A .
\end{equation}
Assume $\kappa^2<3$, that is, $\varepsilon$ below about $0.27$. For $t_1$, \eqref{kap} gives $p^2\le4\kappa^2/3<4$, and likewise $q^2<4$ because $A\le C$. For $t_2$ it gives $n^2<4$. Hence $p,q,n\in\{-1,0,1\}$.

The entry $m$ remains. If $n=0$, the determinant condition gives $|m|=1$. If $n=\pm1$, then $2mnB\ge-|m|A$, and
\begin{equation}
m^2A-|m|A+C\le|t_2|^2\le\kappa^2C
\;\Rightarrow\;
|m|(|m|-1)\le(\kappa^2-1)\frac CA .
\label{mbound}
\end{equation}
This list contains every match within $\varepsilon$. It also settles ties such as $2|B|=A$, common for hexagonal lattices, since the proof holds for whichever reduced basis is chosen. For $\varepsilon=0.03$, $\kappa^2-1=0.128$, so $|m|=2$ is excluded while $C/A$ is below about $16$. The bound \eqref{mbound} is necessary but not sharp, so many listed $U$ give no match. For very thin cells $|m|=2$ does occur: the film $(1,0),(0.49,18)$ and the oxide $(1,0),(-0.49,18)$ are both reduced, with $C/A\approx324$, and $t_2=s_2+2s_1=(1.51,18)$ needs a shear of $1.02/18$, a strain of $2.87\%$.

The complete search was tested against a direct trial of all oxide vector pairs of suitable length, without reduction, in three cases:
\begin{itemize}
\item film $(1,0),(0.37,1.13)$ on oxide $(1.31,0),(-0.42,1.52)$, $\varepsilon=0.08$, $n_s\le4$;
\item film $(1,0),(0.30,1.10)$ on oxide $(0.95,0),(0.30,8.00)$, $\varepsilon=0.08$, $n_s=1$;
\item the hexagonal film on the square oxide of the example below, $\varepsilon=0.05$, $n_s\le4$.
\end{itemize}
Both methods gave the same maps, 26 in total. Only 2 of them use a $U$ other than plus or minus the identity, and none has $|m|>1$, so completeness for thin cells rests on the proof rather than on this test.

\section{Removing repeats and ranking}

The same $G$ reappears in every larger cell built from its smallest coincidence cell. Join the matrices into the $2\times4$ matrix $[N_f\,|\,N_s]$. The cell is the smallest for its $G$ if and only if the six $2\times2$ minors have no common divisor above one.

To see this, let the rows of $W$ be a basis of all integer pairs $(x,y)$ with $xA_fG=yA_s$. Then $[N_f|N_s]=KW$ with $K$ an integer matrix, and every minor is $\det K$ times a minor of $W$. If the minors have no common divisor, $|\det K|=1$ and the cell is smallest. Conversely, suppose a prime $\ell$ divided all minors of $W$. Its rows would be dependent modulo $\ell$, so some combination of them, with coefficients not both divisible by $\ell$, could be divided by $\ell$ and remain an integer coincidence pair. That pair would not be an integer combination of the rows, contradicting that they form a basis.

The search is then:
\begin{enumerate}
\item For each $n_s$ within the area limit, find the range of $n_f$ from \eqref{area}.
\item List and reduce all superlattices of both indices.
\item For each pair and each $U$ in the list, compute $G$ and its strains; keep those within $\varepsilon$.
\item Drop cells whose minors share a divisor.
\item Sort by oxide area $n_s\Omega_s$, then by $\max|e_i|$, and keep a cell if its strain is below that of all cells before it.
\end{enumerate}
The surviving list shows what each increase in area buys. Cells related by a symmetry of the two lattices have equal area and strains, and the list keeps one of them. Their atomic interfaces can still differ, because the atoms may have less symmetry than the lattice: a threefold film on a threefold oxide surface can have different energies at twists of $0^\circ$ and $60^\circ$, and both then need a calculation. Step 5 also drops a cell that ties with an earlier one in area and largest strain but has another twist; keep such ties if the twist matters.

\section{Elastic cost}

For an isotropic sheet with two-dimensional modulus $Y$ and Poisson ratio $\nu$, Hooke's law is $e_1=(\tau_1-\nu\tau_2)/Y$ and $e_2=(\tau_2-\nu\tau_1)/Y$, with $\tau_i$ the force per length. Solving, $\tau_1=Y(e_1+\nu e_2)/(1-\nu^2)$, and $\tau_2$ follows by exchanging indices. The energy per area is
\begin{equation}
w=\tfrac12(\tau_1e_1+\tau_2e_2)=\frac{Y(e_1^2+e_2^2+2\nu e_1e_2)}{2(1-\nu^2)} ,
\label{el}
\end{equation}
or $Ye^2/(1-\nu)$ for $e_1=e_2=e$. It is quadratic in strain, so halving the strain saves three quarters of the energy.

\section{Worked example}

The film is hexagonal with $a_f=0.316$ nm. One oxide face is hexagonal with $a_s=0.476$ nm, the other square with $b=0.390$ nm. The limits are $\varepsilon=3\%$ and $3.0\,\mathrm{nm^2}$. The elastic constants are $Y=120$ N/m and $\nu=0.25$, and the gap shift is taken as $-D(e_1+e_2)$ with $D=5$ eV. Rotating either lattice by one of its own symmetry rotations changes $\theta$ but not the interface lattices, so the table gives the smallest equivalent twist in magnitude. The ranked cells are:

\begin{center}
\begin{tabular}{lccccc}
oxide & $n_f/n_s$ & area & $e_1,e_2$ & twist & $w$\\
 & & nm$^2$ & \% & deg & eV/nm$^2$\\
hexagonal & 7/3 & 0.589 & $-1.39,-1.39$ & 10.9 & 0.192\\
hexagonal & 9/4 & 0.785 & $0.42,0.42$ & 0 & 0.018\\
hexagonal & 16/7 & 1.374 & $-0.37,-0.37$ & 19.1 & 0.013\\
square & 14/8 & 1.217 & $-0.26,0.77$ & 15.0 & 0.022
\end{tabular}
\end{center}

The 9/4 cell is three film constants on two oxide constants: $2(0.476)/[3(0.316)]-1=0.952/0.948-1=0.42\%$. All three hexagonal cells are isotropic, so by \eqref{floor} no other cell with the same indices has a lower strain. For 9/4, \eqref{el} gives $120(0.00422)^2/0.75=2.85\times10^{-3}\,\mathrm{J/m^2}$, or $0.018\,\mathrm{eV/nm^2}$.

On the square face the cell is a rectangle. The film sides are $\sqrt3a_f=0.547$ nm and $7a_f=2.212$ nm; the oxide sides are $\sqrt2b=0.552$ nm and $4\sqrt2b=2.206$ nm. Their ratios give the strains $+0.77\%$ and $-0.26\%$. A single mismatch number would hide the opposite signs.

Comparing single reduced bases, with ties in the reduction settled towards acute angles, loses 9 of the 180 matched superlattice pairs on the hexagonal face and none of 150 on the square one. The ranked lists happen to be unchanged. The complete list of bases guarantees this result rather than improving it here.

\section{How far to trust the ranking}

An error of $0.001$ nm in $a_f$ shifts every strain by about $0.32\%$. A thermal expansion difference of roughly $3\times10^{-6}\,\mathrm{K^{-1}}$ over $700$ K shifts it by $0.21\%$. The 9/4 and 16/7 cells differ by only $0.06\%$ in strain magnitude, so their order is not settled. With the film constant $0.21\%$ larger, 9/4 falls to $0.21\%$ and 16/7 leaves the list; with it $0.21\%$ smaller, they stand at $0.63\%$ and $0.16\%$.

A sharp limit also hides near misses. With the smaller film, a 9/5 cell appears on the square oxide at $2.83\%$. It is absent at the nominal constants because its strain there is $3.03\%$, just above the limit.

Reconstruction changes the lattice to be matched. If the square oxide doubles its period along one axis, the $0.77\%$ cell doubles in area, to $2.43\,\mathrm{nm^2}$. Its short side runs along the oxide diagonal $(1,1)$, which is no longer a lattice vector.

The largest assumption is that the film follows the oxide at all. Suppose registry gains at most $0.05\,\mathrm{eV/nm^2}$, a rough allowance. Setting $Ye^2/(1-\nu)$ equal to it gives a break-even isotropic strain of $0.71\%$. Above this, as for 7/3, the uniformly strained film costs more than an unstrained one. Below it, locking is possible but not shown, because the actual gain may be much smaller than the allowance.

An unstrained film slips by $a_f/2$ relative to the 9/4 coincidence pattern over $a_f/(2|e|)$, about $37$ nm. In the 9/4 pattern the oxide constant is $3a_f/2$, so a slip of $2a_f-3a_f/2=a_f/2$ already restores an equivalent registry. The $37$ nm is then a full registry cycle, and a calculation in one small cell samples one point of it.

The parameters are chosen model inputs, not measured values; their size is plausible for a semiconducting dichalcogenide monolayer on c-plane sapphire and on a perovskite (001) face. Real faces have steps, adsorbed species and reconstructions, and the film is often held weakly. If it does not follow the oxide, the $0.42\%$ strain and its $-42$ meV gap shift are artefacts of the 9/4 cell. If it is instead clamped during cooling, the thermal strain alone shifts the gap by about $5\times2\times0.0021\,\mathrm{eV}=21$ meV in magnitude. The linear gap law fails if strain brings a different valley to the band edge.

\section{Setting the limits}

\begin{itemize}
\item Choose $\varepsilon$ from the property. For isotropic strain and a tolerated gap error $\delta$, $|e|\le\delta/(2D)$; with $D=5$ eV, $50$ meV allows $0.5\%$.
\item Search with a wider limit than you will accept, then read the ranked list, so that near misses remain visible.
\item Raise the area limit until the strain gain falls below the uncertainty of the lattice constants. Here that favours 9/4 over 16/7, unless the twist is itself the subject.
\item Use the lattice constants of your own level of theory, and the periodicity of the surface actually modelled.
\item Compute the free film both strained and unstrained. Their gap difference estimates the strain artefact, provided strain and interface effects are nearly additive.
\item Treat a low-strain cell as a candidate for calculation. Orientation and locking require interface energies, which a lattice search does not contain.
\end{itemize}

The numerical output gives the integer matrices of the ranked cells.

\section*{Numbers as computed}
\begin{verbatim}
map-by-map checks against direct search: 26
constructed pair, true least strain: 0.837 %
  single oriented bases: 48.8 %
  unoriented bases (mirror): 0.000 %
rhombus 60->62 deg, strains: -1.02, 3.01 %
lattice constants film, hex, square: 0.316, 0.476, 0.39 nm
strain limit 3.0 %, area cap 3.0 nm^2
2D modulus 120.0 N/m, Poisson ratio 0.25, gap slope 5.0 eV
film primitive area: 0.08648 nm^2
[hexagonal oxide] primitive area 0.19622 nm^2
 maps 432, primitive 114, distinct 8
 matched superlattice pairs 180, lost by single bases 9
 front from single bases: 7/3:1.39%, 9/4:0.42%, 16/7:0.37%
 n_f n_s area/nm^2 e1/% e2/% twist/deg E/(eV/nm^2) gap shift/meV
 7 3 0.5887 -1.388 -1.388 10.89 0.1923 139
   N_film [[-2, -1], [1, -3]] N_oxide [[-2, 1], [-1, -1]]
 9 4 0.7849 0.422 0.422 0.00 0.0178 -42
   N_film [[3, 0], [0, 3]] N_oxide [[-2, 0], [0, -2]]
 16 7 1.3735 -0.366 -0.366 19.11 0.0134 37
   N_film [[4, 0], [0, 4]] N_oxide [[-3, 1], [-1, -2]]
[square oxide] primitive area 0.15210 nm^2
 maps 312, primitive 276, distinct 15
 matched superlattice pairs 150, lost by single bases 0
 front from single bases: 14/8:0.77%
 n_f n_s area/nm^2 e1/% e2/% twist/deg E/(eV/nm^2) gap shift/meV
 14 8 1.2168 -0.263 0.770 15.00 0.0224 -25
   N_film [[-2, 1], [0, -7]] N_oxide [[-1, -1], [4, -4]]
thermal mismatch 3e-06/K x 700 K: 0.21 %
0.001 nm error in film constant: 0.32 %
 hexagonal oxide, film -0.21 %: 7/3:1.18%, 9/4:0.63%, 16/7:0.16%
 hexagonal oxide, film +0.21 %: 7/3:1.59%, 9/4:0.21%
 square oxide, film -0.21 %: 9/5:2.83%, 14/8:0.98%
 square oxide, film +0.21 %: 14/8:0.56%
2x1 square oxide (n_s in 2x1 cells): 21/6:2.74%, 28/8:0.77%
registry energy 0.05 eV/nm^2, break-even biaxial strain 0.71 %
half-lattice slip length, best cell on hexagonal oxide: 43 nm
half-lattice slip length, best cell on square oxide: 21 nm
\end{verbatim}
